Take a real symmetric matrix of order $n=10000$ on a model computer that performs $10^{12}$ flop/s when data are reused and reads $10^{11}$ byte/s from memory. Householder tridiagonalization splits its arithmetic into two equal halves, to leading order. In this model, for a matrix too large for the cache, one half takes 0.67 s once its updates are collected in panels of 40 or more columns, and the other takes 13.33 s. The theorem below identifies the halves; the text then shows why the slow one cannot be blocked in the column-by-column reduction, and how stopping first at a band matrix avoids the obstacle.

## Statement

A **flop** is one real addition, subtraction, multiplication or division; the single square root per reflection is not counted. Vectors are columns, $e_1$ is the first unit vector, and $\|x\|=\sqrt{x^Tx}$.

**Theorem.** Let $A$ be real symmetric of order $n\ge 3$.

(a) There is an orthogonal $Q$, a product of at most $n-2$ reflections (a step whose column is already zero is skipped), such that $Q^TAQ=T$ is tridiagonal. Each reflection $H=I-\beta vv^T$ changes the trailing block $B$ on which it acts by a rank-two update,
$$B\to B-vw^T-wv^T,\qquad p=\beta Bv,\qquad w=p-\tfrac{\beta}{2}(p^Tv)\,v .$$

(b) If only lower triangles are stored and updated, computing $T$ costs $\tfrac43n^3+O(n^2)$ flops. The products $Bv$ take $\tfrac23n^3$ of these to leading order, and the rank-two updates take the other $\tfrac23n^3$.

(c) For fixed half-bandwidth $b\ge2$ dividing $n$, reduction to a band matrix also costs $\tfrac43n^3$ flops to leading order, but its products and updates act on $b$ vectors together. Reducing the band matrix to tridiagonal form adds $6bn^2$ flops, to leading order in $n$ and then in $b$.

The counts exclude forming $Q$ and computing eigenvectors.

## One reflection

**Lemma 1.** Let $x\ne0$, $\alpha=-\operatorname{sign}(x_1)\|x\|$ with $\operatorname{sign}(0)=1$, $v=x-\alpha e_1$ and $\beta=2/(v^Tv)$. Then $H=I-\beta vv^T$ is symmetric and orthogonal, and $Hx=\alpha e_1$.

*Proof.* Symmetry is visible. Since $\beta v^Tv=2$,
$$H^2=I-2\beta vv^T+\beta^2(v^Tv)vv^T=I-2\beta vv^T+2\beta vv^T=I .$$
Since $\alpha^2=x^Tx$,
$$v^Tv=x^Tx-2\alpha x_1+\alpha^2=2(x^Tx-\alpha x_1)=2v^Tx .$$
Hence $\beta v^Tx=1$ and $Hx=x-v=\alpha e_1$. ∎

The sign makes $v_1=x_1-\alpha$ a sum of two numbers of equal sign. With the opposite sign they can cancel. For $x=(1,10^{-9})$ in double precision, the opposite choice leaves a second component of magnitude $10^{-9}$, so nothing is removed; the stated choice leaves zero to the printed accuracy. If $x=0$, there is nothing to annihilate, and one sets $\beta=0$.

**Lemma 2.** If $B$ is symmetric, then $HBH=B-vw^T-wv^T$, with $p$ and $w$ as in the theorem.

*Proof.* Multiply out:
$$HBH=B-\beta Bvv^T-\beta vv^TB+\beta^2v(v^TBv)v^T .$$
By symmetry $v^TB=(Bv)^T$, so $\beta v^TB=p^T$. Also $\beta^2v^TBv=\beta v^Tp$. Therefore
$$HBH=B-pv^T-vp^T+\beta(p^Tv)vv^T .$$
On the other side, inserting $w$ gives
$$vw^T+wv^T=vp^T+pv^T-2\cdot\tfrac{\beta}{2}(p^Tv)vv^T .$$
Subtracting this from $B$ reproduces the previous line. The factor $\tfrac12$ in $w$ shares the last term equally between the two outer products. ∎

## Proof of part (a)

Suppose that the first $k-1$ columns and rows already have tridiagonal form. Let $x$ be the part of column $k$ below the diagonal and $B$ the trailing block of order $m=n-k$. Apply $\tilde H_k=\operatorname{diag}(I_k,H)$ from both sides, with $H$ built from $x$. The coupling column becomes $Hx=\alpha e_1$, the coupling row becomes its transpose, and $B$ becomes $HBH$. The finished columns have zeros in all rows on which $H$ acts, so they do not change. Column $k$ is now tridiagonal too. After $k=1,\dots,n-2$ the whole matrix is, with $Q=\tilde H_1\cdots\tilde H_{n-2}$. Since $Q$ is orthogonal, $T$ has the eigenvalues of $A$. ∎

Symmetry is essential: for a general matrix the row to the right of the diagonal is not the transpose of the column below it, and $H$ does not clear it.

## A molecular example

The Fock matrix of a linear H$_4$ chain with spacing 2.0 bohr, in restricted Hartree-Fock theory with the STO-3G basis and symmetrically orthogonalized functions, is, in hartree,
$$F=\begin{pmatrix}-0.0179&-0.4609&0.0616&0.0175\\-0.4609&0.0564&-0.3825&0.0616\\0.0616&-0.3825&0.0564&-0.4609\\0.0175&0.0616&-0.4609&-0.0179\end{pmatrix}.$$

For the first reflection, $x=(-0.4609,0.0616,0.0175)$ hartree has norm 0.4653 hartree. As $x_1<0$, $\alpha=+0.4653$ hartree, and
$$v=(-0.4609-0.4653,\;0.0616,\;0.0175)=(-0.9262,0.0616,0.0175)\ \text{hartree}.$$
With $\beta=2.3201$ hartree$^{-2}$, the lower right $3\times3$ block gives the dimensionless vector $p=(-0.1732,0.8112,-0.1988)$. Then $p^Tv=0.2069$ hartree and $\tfrac{\beta}{2}p^Tv=0.2400$ hartree$^{-1}$, so that
$$w_1=-0.1732-0.2400(-0.9262)=0.0491 .$$
The full vector is $w=(0.0491,0.7965,-0.2030)$. Two elements of the updated block are, in hartree,
$$B_{11}-2v_1w_1=0.0564+0.0909=0.1473,$$
$$B_{21}-v_2w_1-w_2v_1=-0.3825-0.0030+0.7377=0.3522 .$$

The second reflection starts from $x=(0.3522,-0.1274)$ hartree. Now $x_1>0$, so $\alpha=-0.3745$ hartree. It uses $v=(0.7268,-0.1274)$ hartree and $w=(-0.2059,-1.1750)$, and changes the last $2\times2$ block to, in hartree,
$$-0.0417+0.2993=0.2576,\qquad -0.0108-0.2993=-0.3101$$
on the diagonal and
$$-0.4624-0.0262+0.8539=0.3653$$
off it. Thus $T$ has diagonal $(-0.0179,0.1473,0.2576,-0.3101)$ and subdiagonal $(0.4653,-0.3745,0.3653)$ hartree. Its eigenvalues, $-0.5945$, $-0.3721$, $0.2681$ and $0.7755$ hartree, agree with the orbital energies of the original generalized problem. These are mean-field energies in a minimal basis, without electron correlation, and they are far from the basis limit: in the cc-pVTZ basis the two occupied levels move to $-0.635$ and $-0.433$ hartree and the next two to $0.068$ and $0.235$ hartree. In STO-3G a spin-unrestricted solution also lies about 0.0005 hartree below the restricted one. The matrix serves here as an example of the algebra only.

## Proof of part (b)

Consider a trailing block of order $m$.

*Product.* Each of the $m(m-1)/2$ stored off-diagonal elements serves two components of $Bv$, with one multiplication and one addition for each. Each diagonal element serves one. With sums started from zero, the cost is
$$4\,\frac{m(m-1)}2+2m=2m^2 .$$

*Update.* Each of the $m(m+1)/2$ elements of the lower triangle becomes $B_{ij}-(v_iw_j+w_iv_j)$, at two multiplications, one addition and one subtraction. The cost is $2m(m+1)$.

*Vectors.* Forming $v$, $\beta$, $p^Tv$ and $w$ costs $O(m)$, hence $O(n^2)$ altogether.

Summing over $m=2,\dots,n-1$, and subtracting the missing $m=1$ term from the standard sums,
$$\sum2m^2=\frac{(n-1)n(2n-1)}3-2=\tfrac23n^3+O(n^2),$$
$$\sum2m(m+1)=\frac{2(n-1)n(n+1)}3-4=\tfrac23n^3+O(n).$$
Their sum is $\tfrac43n^3+O(n^2)$. ∎

At $n=60$ these formulas give 140418 and 143956 flops, which are also the numbers recorded operation by operation. With 15979 flops of vector work the total is 300353, against $\tfrac43n^3=288000$. The products take 46.75% of the total; one half is the limit for large $n$.

## Why the matrix-vector half resists blocking

The product reads $m(m+1)/2$ stored words and performs $2m^2$ flops, about four flops per word. Over the whole reduction it reads
$$\sum_{m=2}^{n-1}\frac{m(m+1)}2=\frac{(n-1)n(n+1)}6-1\simeq\frac{n^3}6$$
words. As long as the trailing block far exceeds the cache, these words come from memory; counting all of them as memory traffic, as is done below, gives an upper limit that is approached when the cache is small compared with the matrix.

The updates can be collected. Let $B_0$ be the trailing block as it stood at the start of a panel, and let the columns of $V$ and $W$ hold the vectors $v$ and $w$ found since, restricted to the current rows. The current block is $B=B_0-VW^T-WV^T$, and therefore
$$Bv=B_0v-V(W^Tv)-W(V^Tv).$$
The current column is refreshed in the same way before its reflector is built. After $b$ reflections, one rank-$2b$ update changes $B_0$, so that each element fetched is used with $b$ pairs of vectors. The corrections cost $O(bn^2)$ flops. The product $B_0v$ remains at every step.

**Lemma 3.** The column from which the next reflector is built consists of components $2,\dots,m$ of $HBx/\alpha$. If $m\ge3$ and no component of $x$ vanishes, a change of any single independent element of the symmetric block $B$ changes that column.

*Proof.* From $Hx=\alpha e_1$ and $H^2=I$ follows $He_1=x/\alpha$. The first column of the updated block is therefore $HBHe_1=HBx/\alpha$. Its first component is a diagonal element of $T$, and the rest is the next column.

Now add $\delta\ne0$ to $B_{ij}$ and $B_{ji}$ with $i\ne j$. This adds $\delta(x_je_i+x_ie_j)$ to $Bx$. For $i=j$ it adds $\delta x_ie_i$. Components $2,\dots,m$ of the result stay fixed only if $H$ maps the added vector to a multiple of $e_1$, that is, if the added vector is a multiple of $x$. It has at most two nonzero components for $i\ne j$ and one for $i=j$, whereas $x$ has at least three. ∎

The reflection depends only on the direction of that column, which in special cases survives such a change (for $B=e_1e_1^T$ a small change of $B_{11}$ only rescales the column). In general, however, the vectors $v$ arrive one at a time: the next is unknown until a product with the whole present block is finished. In this column-by-column reduction the products cannot be gathered into one matrix-matrix product. In a test with $n=12$, each of the 66 trailing elements was changed in turn by 0.1, and every change altered the direction of the second reflector, by at least $8.3\times10^{-4}$ in the norm of the unit vector.

## Proof of part (c): reduction to a band

The obstacle disappears if the next column to be treated can be found without the trailing block. This is so as long as the earlier reflections act on that column only from the left. Take a panel of $b$ columns and reflect only the rows that lie more than $b-1$ places below the panel's first diagonal element. These rows form an $m\times b$ matrix $C$. Its QR factorization, by successive reflections, needs $C$ alone. The two-sided transformation acts on rows and columns outside the panel's own columns, so the trailing block $B$ can wait until all reflectors are known. The result, $Q^TC=\begin{pmatrix}R\\0\end{pmatrix}$ with $R$ upper triangular, lies within half-bandwidth $b$.

**Lemma 4.** The product of the panel's reflections has the form $Q=I-VKV^T$, with the reflector vectors as columns of $V$ and $K$ upper triangular. With
$$P=BVK,\qquad M=K^TV^TP,\qquad W=P-\tfrac12VM,$$
one has $Q^TBQ=B-VW^T-WV^T$.

*Proof.* One reflection has this form with $K=\beta$. Appending another gives
$$(I-VKV^T)(I-\beta vv^T)=I-VKV^T-\beta vv^T+\beta VK(V^Tv)v^T,$$
which is the same form for the enlarged matrices
$$(V\;\;v),\qquad\begin{pmatrix}K&-\beta KV^Tv\\0&\beta\end{pmatrix}.$$
For the two-sided product, $Q^T=I-VK^TV^T$, and hence
$$Q^TBQ=B-BVKV^T-VK^TV^TB+VK^TV^TBVKV^T .$$
Since $B=B^T$, the third term is $-VP^T$. The last is $VMV^T$, where $M=K^TV^TBVK$ is symmetric. Thus $Q^TBQ=B-PV^T-VP^T+VMV^T$. Because $M=M^T$,
$$VW^T+WV^T=VP^T+PV^T-\tfrac12VMV^T-\tfrac12VMV^T,$$
and subtraction from $B$ gives the claim. ∎

For $b=1$ the lemma reduces to Lemma 2.

*Count.* The product $BV$ costs $2m^2b$ flops and the update $2m(m+1)b$; the panel factorization and small products cost $O(mb^2)$. The last panel needs one reflector fewer, which does not affect the leading order. With $m=n-b,n-2b,\dots,b$ one has $\sum m^2\simeq n^3/(3b)$, so the leading cost is
$$4b\cdot\frac{n^3}{3b}=\tfrac43n^3 .$$

*Traffic.* If the $b$ columns of the vector blocks stay in cache, $B$ is read once per panel for the product, giving $n^3/(6b)$ words, a factor $b$ fewer than before. Reading and writing it in the update brings the total to $3\cdot n^3/(6b)=n^3/(2b)$ words.

## Proof of part (c): from band to tridiagonal

In sweep $k$, divide the indices after $k$ into consecutive groups $I_1=\{k+1,\dots,k+b\}$, $I_2$, and so on; the last group may be shorter. A reflector on $I_1$ reduces column $k$. Applied from both sides, it fills the block with rows $I_2$ and columns $I_1$. A reflector on $I_2$ then reduces the first column of that block, fills the next block, and the bulge is chased down the band.

**Lemma 5.** Before each sweep, the nonzeros of column $k$ end within $I_1$, and those of every column in $I_s$ end within $I_{s+1}$. The fill therefore does not spread further.

*Proof.* A band matrix satisfies this before the first sweep. During a sweep, the reflector on $I_s$ mixes columns of $I_s$ with each other, which keeps their nonzeros within $I_{s+1}$, and rows within one group, which does not extend them either. Afterwards the first column of each $I_s$ ends at the first row of $I_{s+1}$. For the next sweep every group moves by one index: $I'_s$ loses the first member of $I_s$ and gains that of $I_{s+1}$. The retained columns end within $I_{s+1}$, hence no later than the end of $I'_{s+1}$. The gained column ends at the first row of $I_{s+2}$, which is the last row of $I'_{s+1}$. The next column to be reduced, $k+1$, ends at the first row of $I_2$, the last of $I'_1$. ∎

One full chase step costs $4b^2$ flops for the two-sided change of a diagonal block, $4b^2$ for the application from the right to the block below, and $4b^2$ for the application from the left to the remaining bulge columns, to leading order in $b$. Sweep $k$ has about $(n-k)/b$ steps, and all sweeps about $n^2/(2b)$. The product is
$$12b^2\cdot\frac{n^2}{2b}=6bn^2 .\qquad ∎$$

Recorded costs of 221, 336 and 475 flops per step at $b=4,5,6$ have second difference 24, which confirms the coefficient 12; the excess over $12b^2$ is 29, 36 and 43 flops, that is $7b+1$, or 15%, 12% and 10% of $12b^2$.

## What the two stages gain and cost

Return to $n=10000$, with $b=64$ and 8-byte words. Here $b$ does not divide $n$; this only makes the last panel shorter and leaves the leading counts unchanged. Each part is assigned the larger of its arithmetic time and its memory time, and panel overhead is neglected. The width $b$ serves both as the panel width of the one-stage route and as the half-bandwidth of the two-stage route. The panel overhead is $O(bn^2)$ flops in either route, the same order as bulge chasing, so neglecting it assumes that it runs near the full arithmetic rate. It amounts to roughly $3bn^2$ flops for one stage and $4bn^2$ for two; at $10^{10}$ flop/s these would add about 1.9 s and 2.5 s.

- **One stage.** The products read $8n^3/6=1.333\times10^{12}$ bytes, which takes 13.33 s, although their arithmetic alone would take 0.67 s. The collected updates are limited by arithmetic and take 0.67 s. The total is 14.00 s.
- **Two stages.** The band reduction takes 1.33 s. Bulge chasing needs $3.84\times10^{10}$ flops; at an assumed lower rate of $10^{10}$ flop/s this is 3.84 s. The total is 5.17 s.

Taken as a whole, with memory transfers in one part allowed to overlap arithmetic in the other, band reduction is limited by arithmetic when $8n^3/(2b)$ bytes arrive sooner than $\tfrac43n^3$ flops are done. With memory bandwidth $D$ in byte/s and arithmetic rate $R$ in flop/s this means
$$\frac{4n^3}{bD}<\frac{4n^3}{3R}\quad\Longleftrightarrow\quad b>\frac{3R}{D}=30 .$$
If products and updates are timed separately, as in the one-stage route, the updates set the stricter condition: they move $8n^3/(3b)$ bytes for $\tfrac23n^3$ flops, which requires $b>4R/D=40$. The choice $b=64$ satisfies both conditions. Beyond $b=40$ a larger $b$ brings no further gain in the first stage to leading order, while the chasing cost grows in proportion to $b$. With the chasing rate held fixed, $b=64$ is therefore not the best choice in this model: the two-stage total is $1.33+2.40=3.73$ s at $b=40$, and $2.00+1.20=3.20$ s at $b=20$, where the first stage is already limited by memory.

The rates are model parameters. On the machine that ran the numerical check, a general matrix of order 3000 was multiplied by one vector at 2.8 Gflop/s and by 64 vectors at 27.3 Gflop/s. This is consistent with the benefit of data reuse, though the timing does not isolate memory traffic as the cause. For a matrix that fits in cache the memory argument loses its force, and the extra stage may not pay.

Eigenvectors reduce the gain. A reflector of length $\ell$ costs about $4\ell$ flops per vector, and the lengths in the second stage add up to about $n^2/2$. Each eigenvector therefore needs about $2n^2$ extra flops to return from tridiagonal to band form. For all $n$ vectors this is $2n^3$ flops, which take at least 2.00 s, the time at the full model rate, and raise 5.17 s to at least 7.17 s. This figure and the one-stage 14.00 s both omit the eigenvector work that the two routes share. The two-stage route is thus most favourable for large matrices of which only eigenvalues, or few eigenvectors, are wanted.

## Table of computed values

```
H4 chain, RHF/STO-3G, spacing 2.0 bohr
Fock matrix row 1 (hartree): -0.017891 -0.460913 0.061556 0.017537
Fock matrix row 2 (hartree): -0.460913 0.056354 -0.382476 0.061556
Fock matrix row 3 (hartree): 0.061556 -0.382476 0.056354 -0.460913
Fock matrix row 4 (hartree): 0.017537 0.061556 -0.460913 -0.017891
reflection 1: alpha (hartree): 0.465335
  v (hartree): -0.926248 0.061556 0.017537
  beta (hartree^-2): 2.320099
  p (dimensionless): -0.173224 0.811231 -0.198838
  w (dimensionless): 0.049086 0.796457 -0.203047
  updated block row (hartree): 0.147287 0.352219 -0.127376
  updated block row (hartree): 0.352219 -0.041700 -0.462381
  updated block row (hartree): -0.127376 -0.462381 -0.010769
reflection 2: alpha (hartree): -0.374544
  v (hartree): 0.726763 -0.127376
  beta (hartree^-2): 3.673711
  p (dimensionless): 0.105034 -1.229478
  w (dimensionless): -0.205933 -1.174977
  updated block row (hartree): 0.257629 0.365318
  updated block row (hartree): 0.365318 -0.310098
T diagonal (hartree): -0.017891 0.147287 0.257629 -0.310098
T subdiagonal (hartree): 0.465335 -0.374544 0.365318
eigenvalues of T (hartree): -0.594534 -0.372061 0.268058 0.775464
RHF orbital energies (hartree): -0.594534 -0.372061 0.268058 0.775464
x=(1,1e-9), remainder, stable sign: 0.0e+00
x=(1,1e-9), remainder, other sign: 1.0e-09
n=96, b=8: largest eigenvalue errors, one-stage, deferred, two-stage: 3.0e-14 3.7e-14 2.5e-14
words fetched by products, plain and deferred: 147439 147439
extra back-transformation / (2 n^2) per vector: 0.9870
one-stage n^3 coefficients, total, product, update, words: 1.333333 0.666667 0.666667 0.166667
n=60 flops, product, update, other, total: 140418 143956 15979 300353
n=60: 4 n^3/3 = 288000 flops, product share 0.4675
band b=3 n^3 coefficients, total, product, update, words: 1.333333 0.666667 0.666667 0.055556
flops per chase step at b=4,5,6: 221 336 475
b^2 coefficient per chase step: 12.0000
n=12: trailing elements changed one by one by 0.1: 66
smallest change of second unit reflector: 8.32e-04
largest change of the b=4 panel reflectors: 0.0e+00
measured at n=3000, 1 vector: 2.8 Gflop/s
measured at n=3000, 64 vectors: 27.3 Gflop/s
model: n=10000, b=64, peak 1e+12 flop/s, memory 1e+11 byte/s, chasing 1e+10 flop/s
model reduction flops: 1.333e+12, chasing flops: 3.840e+10
model product traffic: 1.333e+12 byte
one-stage products: 13.33 s (arithmetic alone 0.67 s)
one-stage blocked updates: 0.67 s
one-stage total: 14.00 s
two-stage: band 1.33 s, chasing 3.84 s, total 5.17 s
extra back-transformation, all vectors: 2.00 s
b above which band reduction is arithmetic-bound: 30
```
